# The Asaro–Tiller–Grinfeld critical wavelength of a stressed flat surface: test program

```python
"""
Asaro-Tiller-Grinfeld instability of a stressed surface y = a cos(k x).
Result under test: the flat surface is unstable for wavelengths above
    lambda_c = pi E gamma / ((1 - nu^2) sigma0^2)      (plane strain)
E: Young's modulus, nu: Poisson ratio, gamma: surface energy,
sigma0: uniform stress along x, k: wavenumber, a: ripple amplitude.
Units: nm, GPa, J/m^2 (1 GPa nm = 1 J/m^2).
The independent road is a Ritz minimization of the elastic energy in the
rippled domain, with Fourier modes along x and polynomials in depth.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

N_HARM, N_POLY, N_X, N_Y = 5, 18, 32, 30


def isotropic_stiffness(E, nu):
    """Plane-strain stiffness for (eps_xx, eps_yy, gamma_xy)."""
    return E / ((1 + nu) * (1 - 2 * nu)) * np.array(
        [[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, (1 - 2 * nu) / 2]])


def strain_modes(k, a, x, eta):
    """Strains of all trial displacements; eta = 0 is the rippled surface."""
    depth = 10 / k
    g = 1 + eta / depth
    zeta = 1 + 2 * eta / depth
    jac = 1 + a * np.cos(k * x) / depth
    y_x = -a * k * np.sin(k * x) * g
    zero = np.zeros_like(x)
    modes = []
    for m in range(N_POLY):
        p = Legendre.basis(m)
        q = g * p(zeta)
        dq = p(zeta) / depth + g * p.deriv()(zeta) * 2 / depth
        for n in range(N_HARM + 1):
            s, c = np.sin(n * k * x), np.cos(n * k * x)
            if n > 0:  # horizontal displacement, odd in x
                d_y = s * dq / jac
                d_x = n * k * c * q - y_x * d_y
                modes.append([d_x, zero, d_y])
            d_y = c * dq / jac  # vertical displacement, even in x
            d_x = -n * k * s * q - y_x * d_y
            modes.append([zero, d_y, d_x])
    return np.array(modes).transpose(1, 2, 0)


def relax(k, a, C, sigma0):
    """Minimum elastic energy change per period, and mode coefficients."""
    depth = 10 / k
    xs = np.arange(N_X) * 2 * np.pi / (k * N_X)
    nodes, weights = leggauss(N_Y)
    x = np.repeat(xs, N_Y)
    eta = np.tile((nodes - 1) * depth / 2, N_X)
    area = np.tile(weights * depth / 2, N_X) * 2 * np.pi / (k * N_X)
    area = area * (1 + a * np.cos(k * x) / depth)
    B = strain_modes(k, a, x, eta)
    CB = np.tensordot(C, B, axes=1) * area[None, :, None]
    nb = B.shape[2]
    K = B.reshape(-1, nb).T @ CB.reshape(-1, nb)
    F = sigma0 * (area @ B[0])
    coeff = np.linalg.solve(K, -F)
    return 0.5 * F @ coeff, coeff


def fields(k, a, C, sigma0, coeff, eta_value=0.0):
    """Positions, extra stress and extra energy density on one eta line."""
    x = np.arange(64) * 2 * np.pi / (k * 64)
    strain = strain_modes(k, a, x, np.full(64, eta_value)) @ coeff
    stress = C @ strain
    w = sigma0 * strain[0] + 0.5 * np.sum(strain * stress, axis=0)
    return x, stress, w


def surface_cost(k, a, gamma):
    x = np.arange(256) * 2 * np.pi / (k * 256)
    slope = a * k * np.sin(k * x)
    return gamma * np.mean(np.sqrt(1 + slope**2) - 1) * 2 * np.pi / k


def numerical_critical(C, sigma0, gamma, guess):
    """Wavelength at which the computed total energy change vanishes."""
    def total(lam):
        k = 2 * np.pi / lam
        a = 0.01 / k
        return (surface_cost(k, a, gamma) + relax(k, a, C, sigma0)[0]) / lam
    return brentq(total, 0.4 * guess, 2.5 * guess, xtol=1e-7 * guess)


def critical(E, nu, sigma0, gamma):
    return np.pi * E * gamma / ((1 - nu**2) * sigma0**2)


def critical_orthotropic(C, sigma0, gamma):
    S = np.linalg.inv(C)
    chi = np.sqrt(2 * np.sqrt(S[1, 1] / S[0, 0])
                  + (2 * S[0, 1] + S[2, 2]) / S[0, 0])
    return 2 * np.pi * gamma / (chi * S[0, 0] * sigma0**2)


def cubic_planes(c11, c12, c44):
    """Plane-strain stiffness, x along [100] or [110], y along [001]."""
    c100 = np.array([[c11, c12, 0], [c12, c11, 0], [0, 0, c44]])
    c110 = c100.copy()
    c110[0, 0] = (c11 + c12 + 2 * c44) / 2
    return c100, c110


# Rough typical material values for Si and Ge, interpolated linearly
x_ge, gamma, film = 0.25, 1.2, 8.0
lat_si, lat_ge = 0.543, 0.566
cij_si, cij_ge = np.array([166., 64., 80.]), np.array([129., 48., 67.])
lat = (1 - x_ge) * lat_si + x_ge * lat_ge
c11, c12, c44 = (1 - x_ge) * cij_si + x_ge * cij_ge
E = (c11 - c12) * (c11 + 2 * c12) / (c11 + c12)
nu = c12 / (c11 + c12)
misfit = (lat_si - lat) / lat
sigma0 = E / (1 - nu) * misfit
# same stress from the cubic stiffnesses with a free (001) surface
assert np.isclose(sigma0, (c11 + c12 - 2 * c12**2 / c11) * misfit)
C_iso = isotropic_stiffness(E, nu)
lam_c = critical(E, nu, sigma0, gamma)
k_c = 2 * np.pi / lam_c

# Stress field and surface energy density of a shallow ripple
k, a = k_c, 0.01 / k_c
energy, coeff = relax(k, a, C_iso, sigma0)
stress_factor = []
for ky in (0.0, -1.0):
    xs, stress, w = fields(k, a, C_iso, sigma0, coeff, ky / k)
    amp = 2 * np.mean(stress[0] * np.cos(k * xs)) / (sigma0 * a * k)
    stress_factor.append(amp)
    assert abs(amp + (2 + ky) * np.exp(ky)) < 2e-3
xs, stress, w = fields(k, a, C_iso, sigma0, coeff)
w_amp = 2 * np.mean(w * np.cos(k * xs))
w_formula = -2 * (1 - nu**2) * sigma0**2 * k * a / E
assert abs(w_amp / w_formula - 1) < 2e-3
energy_formula = -np.pi * (1 - nu**2) * sigma0**2 * a**2 / E
assert abs(energy / energy_formula - 1) < 2e-3

# Shape derivative of the elastic energy at finite slope
a_big = 0.1 / k
e_big, coeff_big = relax(k, a_big, C_iso, sigma0)
step = 0.01 * a_big
dE = (relax(k, a_big + step, C_iso, sigma0)[0]
      - relax(k, a_big - step, C_iso, sigma0)[0]) / (2 * step)
xs, _, w_big = fields(k, a_big, C_iso, sigma0, coeff_big)
dE_surface = np.mean(w_big * np.cos(k * xs)) * 2 * np.pi / k
assert abs(dE / dE_surface - 1) < 2e-3
finite_slope = e_big / (energy_formula * (a_big / a)**2) - 1

# Critical wavelength for different moduli, stresses and surface energies
errors = []
for Ei, ni, si, gi in [(E, nu, sigma0, gamma), (60., 0.1, 0.5, 2.0),
                       (200., 0.4, 3.0, 0.7)]:
    formula = critical(Ei, ni, si, gi)
    found = numerical_critical(isotropic_stiffness(Ei, ni), si, gi, formula)
    errors.append(found / formula - 1)
    if len(errors) == 1:
        lam_numeric = found
assert max(abs(e) for e in errors) < 2e-3

# Cubic crystal, two ripple directions
lam_cubic = []
for C in cubic_planes(c11, c12, c44):
    formula = critical_orthotropic(C, sigma0, gamma)
    found = numerical_critical(C, sigma0, gamma, formula)
    assert abs(found / formula - 1) < 2e-3
    lam_cubic.append(formula)
lam_stiff = critical_orthotropic(cubic_planes(*cij_si)[0], sigma0, gamma)


# Fastest growth by surface diffusion, from computed surface energy density
def negative_rate(lam):
    q = 2 * np.pi / lam
    amp = 0.01 / q
    _, cf = relax(q, amp, C_iso, sigma0)
    pos, _, dens = fields(q, amp, C_iso, sigma0, cf)
    mu = 2 * np.mean(dens * np.cos(q * pos)) / amp + gamma * q**2
    return q**2 * mu / (gamma * k_c**4)


best = minimize_scalar(negative_rate, bounds=(1.02 * lam_c, 3 * lam_c),
                       method="bounded", options={"xatol": 1e-4 * lam_c})
lam_fast = 4 * lam_c / 3
assert best.fun < 0 and abs(best.x / lam_fast - 1) < 4e-3

# Facet cusp beta*|slope|: break-even amplitude at the fastest wavelength
beta = 0.01
k_f = 2 * np.pi / lam_fast
a_even = 8 * beta / (np.pi * gamma * (k_c - k_f))
a_test = a_even / 10  # weaker cusp keeps the slope small
xf = (np.arange(4000) + 0.5) * lam_fast / 4000
cusp = beta / 10 * np.mean(np.abs(a_test * k_f * np.sin(k_f * xf))) * lam_fast
gain = surface_cost(k_f, a_test, gamma) + relax(k_f, a_test, C_iso, sigma0)[0]
assert abs(gain / cusp + 1) < 5e-3

# Sizes of other neglected effects, from rough inputs
T_growth, T_room, d_alpha, soft = 900., 300., 3e-6, 7e-5
extra = x_ge * d_alpha * (T_growth - T_room)
thermal_shift = (1 + extra / abs(misfit))**-2 - 1
soft_shift = 1 / (1 - soft * (T_growth - T_room)) - 1
f_surf = 1.0
surface_stress_ratio = f_surf * k_c / abs(sigma0)
d_gamma, range_wet = 0.3, 0.3
wetting = d_gamma / range_wet**2 * np.exp(-film / range_wet) / (gamma * k_c**2)
density = 3000.
gravity = density * const.g / (gamma * (k_c * 1e9)**2)
eta_x = (lat_ge - lat_si) / lat
kT = const.k * T_growth / 1e-18  # GPa nm^3
demix = E / (1 - nu) * eta_x**2 * lat**3 / 8 * x_ge * (1 - x_ge) / kT
burgers = lat / np.sqrt(2)
line = (E / (2 * (1 + nu)) * burgers**2 * (1 - nu / 4)
        / (4 * np.pi * (1 - nu)))
h_disl = brentq(lambda h: abs(sigma0) * burgers / 2 * h
                - line * (np.log(h / burgers) + 1), 1.0, 200.0)

print(f"Ge fraction: {x_ge:.2f}; film thickness: {film:.1f} nm")
print(f"lattice constants Si, Ge, film: {lat_si}, {lat_ge}, {lat:.5f} nm")
print("Si C11, C12, C44:", *cij_si, "GPa")
print("Ge C11, C12, C44:", *cij_ge, "GPa")
print(f"film C11, C12, C44: {c11:.2f}, {c12:.2f}, {c44:.2f} GPa")
print(f"Young's modulus E along [100]: {E:.1f} GPa")
print(f"Poisson ratio nu: {nu:.4f}")
print(f"surface energy gamma: {gamma:.2f} J/m^2")
print(f"misfit strain: {100 * misfit:.3f} %")
print(f"film stress sigma0: {sigma0:.3f} GPa")
print(f"scale gamma*E/sigma0^2: {gamma * E / sigma0**2:.2f} nm")
print(f"prefactor pi/(1-nu^2): {np.pi / (1 - nu**2):.3f}")
print(f"critical wavenumber k_c: {k_c:.5f} 1/nm")
print(f"critical wavelength, formula: {lam_c:.1f} nm"
      f" = {lam_c / 1000:.4f} um")
print(f"critical wavelength, Ritz energy: {lam_numeric:.1f} nm")
print("relative errors of lambda_c, three parameter sets:",
      *[f"{e:.1e}" for e in errors])
print(f"stress amplitude/(sigma0 a k), surface: {stress_factor[0]:.4f}")
print(f"stress amplitude/(sigma0 a k), ky=-1: {stress_factor[1]:.4f}")
print(f"surface energy density, Ritz/formula: {w_amp / w_formula:.5f}")
print(f"relaxation energy, Ritz/formula: {energy / energy_formula:.5f}")
print(f"shape derivative ratio at slope 0.1: {dE / dE_surface:.6f}")
print(f"fastest wavelength, formula: {lam_fast:.1f} nm")
print(f"fastest wavelength, Ritz: {best.x:.1f} nm")
print("Neglected effects (rough inputs):")
print(f"cubic lambda_c, ripple along [100]: {lam_cubic[0]:.1f} nm"
      f" ({100 * (lam_cubic[0] / lam_c - 1):+.1f} %)")
print(f"cubic lambda_c, ripple along [110]: {lam_cubic[1]:.1f} nm"
      f" ({100 * (lam_cubic[1] / lam_c - 1):+.1f} %)")
print(f"all-Si stiffness at same stress, [100]: {lam_stiff:.1f} nm"
      f" ({100 * (lam_stiff / lam_cubic[0] - 1):+.1f} % vs cubic film)")
print(f"growth and room temperature: {T_growth:.0f}, {T_room:.0f} K")
print(f"Ge-Si thermal expansion difference: {d_alpha:.1e} 1/K")
print(f"lambda_c shift by thermal misfit: {100 * thermal_shift:+.1f} %")
print(f"fractional modulus softening: {soft:.1e} 1/K")
print(f"lambda_c shift by softening: {100 * soft_shift:+.1f} %")
print(f"surface stress f: {f_surf:.1f} J/m^2;"
      f" f k_c/|sigma0|: {surface_stress_ratio:.4f}")
print(f"wetting energy, range: {d_gamma} J/m^2, {range_wet} nm")
print(f"wetting/capillary stiffness: {wetting:.1e}")
print(f"density: {density:.0f} kg/m^3; gravity/capillary: {gravity:.1e}")
print(f"alloy demixing compliance ratio: {demix:.3f}")
print(f"elastic relaxation change at slope 0.1: {100 * finite_slope:+.2f} %")
print(f"facet cusp coefficient beta: {beta:.3f} J/m^2")
print(f"facet barrier-top amplitude: {a_even / 2:.2f} nm")
print(f"facet break-even amplitude: {a_even:.2f} nm")
print(f"Burgers vector length: {burgers:.3f} nm")
print(f"dislocation critical thickness estimate: {h_disl:.1f} nm")
print("all assertions hold")
```

Printed output:

```
Ge fraction: 0.25; film thickness: 8.0 nm
lattice constants Si, Ge, film: 0.543, 0.566, 0.54875 nm
Si C11, C12, C44: 166.0 64.0 80.0 GPa
Ge C11, C12, C44: 129.0 48.0 67.0 GPa
film C11, C12, C44: 156.75, 60.00, 76.75 GPa
Young's modulus E along [100]: 123.5 GPa
Poisson ratio nu: 0.2768
surface energy gamma: 1.20 J/m^2
misfit strain: -1.048 %
film stress sigma0: -1.790 GPa
scale gamma*E/sigma0^2: 46.27 nm
prefactor pi/(1-nu^2): 3.402
critical wavenumber k_c: 0.03991 1/nm
critical wavelength, formula: 157.4 nm = 0.1574 um
critical wavelength, Ritz energy: 157.4 nm
relative errors of lambda_c, three parameter sets: 5.7e-05 5.7e-05 5.7e-05
stress amplitude/(sigma0 a k), surface: -1.9997
stress amplitude/(sigma0 a k), ky=-1: -0.3679
surface energy density, Ritz/formula: 0.99985
relaxation energy, Ritz/formula: 0.99992
shape derivative ratio at slope 0.1: 0.999999
fastest wavelength, formula: 209.9 nm
fastest wavelength, Ritz: 209.9 nm
Neglected effects (rough inputs):
cubic lambda_c, ripple along [100]: 182.5 nm (+15.9 %)
cubic lambda_c, ripple along [110]: 203.4 nm (+29.2 %)
all-Si stiffness at same stress, [100]: 192.2 nm (+5.3 % vs cubic film)
growth and room temperature: 900, 300 K
Ge-Si thermal expansion difference: 3.0e-06 1/K
lambda_c shift by thermal misfit: -8.1 %
fractional modulus softening: 7.0e-05 1/K
lambda_c shift by softening: +4.4 %
surface stress f: 1.0 J/m^2; f k_c/|sigma0|: 0.0223
wetting energy, range: 0.3 J/m^2, 0.3 nm
wetting/capillary stiffness: 4.6e-09
density: 3000 kg/m^3; gravity/capillary: 1.5e-11
alloy demixing compliance ratio: 0.094
elastic relaxation change at slope 0.1: -0.74 %
facet cusp coefficient beta: 0.010 J/m^2
facet barrier-top amplitude: 1.06 nm
facet break-even amplitude: 2.13 nm
Burgers vector length: 0.388 nm
dislocation critical thickness estimate: 8.9 nm
all assertions hold
```
